The Riccati equation for u'/u and the exterior radial wave

Suppose the deep potential inside a sphere of radius a is replaced by a weaker one, and the wave outside is to stay as it was. Matching the value of the wave at a does not achieve this. Any two waves that do not vanish at a can be scaled to the same value there, and they may still leave the sphere with different slopes and separate at once. For a given energy and angular momentum, the quantity that must be matched is x = u'/u, the logarithmic derivative of the radial function. This appendix derives its differential equation, proves that x(a) fixes the exterior wave up to a factor, and gives the formulas needed to use it.

**Conventions and the radial equation**

Hartree atomic units are used: ħ = mₑ = 1, lengths are in bohr and energies in hartree. One particle moves in a real, spherical potential V(r), which acts by multiplication and may be different for each angular momentum l. The wavefunction is

ψ = f(r) Yₗₘ, with f = u/r,

where u is real and not identically zero. A prime means d/dr unless stated otherwise. The Schrödinger equation is

−½∇²ψ + Vψ = Eψ.

The spherical harmonic Yₗₘ is an eigenfunction of the angular part of r²∇² with eigenvalue −l(l+1). Therefore

∇²(f Yₗₘ) = [f'' + 2f'/r − l(l+1)f/r²] Yₗₘ.

The derivatives of f = u/r are

f' = u'/r − u/r²
f'' = u''/r − 2u'/r² + 2u/r³.

In f'' + 2f'/r the terms in u' and in u cancel, which leaves u''/r. The Schrödinger equation becomes

−½[u''/r − l(l+1)u/r³] + Vu/r = Eu/r.

Multiplication by −2r and rearrangement give

u'' = Q u, Q(r) = 2(V − E) + l(l+1)/r².

The factor 2 comes from the ½ in the kinetic energy. The centrifugal term has no factor 2 because it comes from the same Laplacian as u''.

**The Riccati equation**

Where u ≠ 0, the quotient rule gives

x' = (u'/u)' = u''/u − (u'/u)² = Q − x².

Hence

x' + x² = 2(V − E) + l(l+1)/r².

Multiplying u by a constant leaves x unchanged, so the normalization has dropped out. A second-order linear equation has become a first-order nonlinear one, which needs one starting value instead of two.

At a finite step of V, u and u' are continuous, and so is x if u ≠ 0 there. The equation holds on each side of the step, and subtracting the two sides shows that x' jumps by 2ΔV. An integrator should therefore stop and restart at the step.

If the inner potential contains a nonlocal operator N̂, as separable pseudopotentials do, the radial equation there is u'' = Qu + 2N̂u, and the right side of the Riccati equation gains 2(N̂u)/u. The equation above then fails wherever N̂u ≠ 0. The exterior result below still applies if N̂u vanishes for r ≥ a and u(a) and u'(a) are not both zero. With a nonlocal operator both can vanish while u is nonzero inside; the exterior wave is then zero and x(a) is undefined.

**One number fixes the exterior wave**

Let V be bounded and piecewise continuous on every finite interval outside a > 0. Take two solutions u₁ and u₂ with the same l, the same E and the same V for r ≥ a. Their potentials inside may differ. Assume x₁(a) = x₂(a).

If the waves do not vanish at a, set c = u₂(a)/u₁(a). The difference w = u₂ − c u₁ then satisfies

w(a) = 0
w'(a) = u₂'(a) − c u₁'(a) = x₂(a)u₂(a) − c x₁(a)u₁(a) = x(a)[u₂(a) − c u₁(a)] = 0.

Since the exterior equation is linear, w'' = Qw for r ≥ a. It remains to show that zero value and zero slope keep w at zero. Define N = w² + w'². Then

N' = 2ww' + 2w'w'' = 2ww'(1 + Q).

Because (|w| − |w'|)² ≥ 0, we have |2ww'| ≤ N, and so

|N'| ≤ (1 + |Q|) N.

Now let M = N exp[−∫ₐʳ (1 + |Q|) ds]. Its derivative is

M' = [N' − (1 + |Q|)N] exp[−∫ₐʳ (1 + |Q|) ds] ≤ 0.

M starts at zero, cannot increase and cannot be negative. It is therefore zero for all r ≥ a, and u₂ = c u₁ there. The argument never divides by u, so it holds through any number of exterior nodes.

The same bound works inward: N exp[+∫(1 + |Q|) ds] cannot decrease with r, so if N vanishes at one radius it vanishes at smaller radii too, as long as Q is bounded there. Consequently u and u' cannot both be zero at a point r > 0, where Q is bounded, unless u is zero throughout the region in which Q stays bounded. This settles the case u₁(a) = u₂(a) = 0, where x is infinite and the shared datum is 1/x(a) = 0. Both slopes are nonzero, c = u₂'(a)/u₁'(a) gives w(a) = w'(a) = 0, and the proof continues as before.

The exterior wave can also be written explicitly. Let C and S solve u'' = Qu outside, with C(a) = 1, C'(a) = 0, S(a) = 0 and S'(a) = 1. For u(a) ≠ 0,

u(r)/u(a) = C(r) + x(a) S(r),

since both sides have the same value and slope at a. An error Δx in x(a) thus changes u(r)/u(a) by Δx S(r).

Conversely, different values of x(a) give different exteriors. The Wronskian W = u₁u₂' − u₂u₁' has the derivative

W' = u₁u₂'' − u₂u₁'' = u₁Qu₂ − u₂Qu₁ = 0,

and for nonzero u₁(a) and u₂(a) its value is

W = u₁(a)u₂(a)[x₂(a) − x₁(a)].

Proportional functions have W = 0. Unequal x(a) gives W ≠ 0, so the two waves are not proportional.

The result holds for either sign of E, but it does not promise a bound state. For l = 0, V = 0 outside and E = −κ²/2,

u(r)/u(a) = cosh κ(r−a) + [x(a)/κ] sinh κ(r−a).

The growing exponential has the coefficient ½[1 + x(a)/κ]. It is absent when x(a) = −κ, and this condition selects the bound energies.

**Origin, nodes and numerical integration**

If V is less singular than 1/r² at the origin, a trial power u = rᵖ must satisfy p(p−1) = l(l+1), so p = l+1 or p = −l. The regular solution has p = l+1, and therefore

x ≈ (l+1)/r as r → 0.

Outward integration starts from this value at a small radius, and how small depends on V. For a nuclear potential −Z/r, inserting u = rˡ⁺¹(1 + cr) and matching the terms in rˡ gives 2(l+1)c = −2Z, so x ≈ (l+1)/r − Z/(l+1), and the leading term alone requires Zr ≪ 1. For a pure Coulomb potential with l = 0 and E = 0.5 hartree, a start at 0.001 bohr from the leading term leaves an error in x(2 bohr) of 0.005 bohr⁻¹ for Z = 14 (where x = −0.851 bohr⁻¹) and 1.2 bohr⁻¹ for Z = 80 (where x = 15.9 bohr⁻¹). For l = 0 this error falls roughly as the square of the starting radius.

At a node r₀ > 0 the slope is nonzero, so u ≈ u'(r₀)(r − r₀) and

x ≈ 1/(r − r₀).

This pole is no singularity of the wave. The reciprocal y = u/u' passes smoothly through it:

y' = 1 − u u''/u'² = 1 − Q y².

This equation holds wherever u' ≠ 0, including at the node, where y = 0 and y' = 1. Since u and u' never vanish together for a multiplicative V with Q bounded, either x or y is finite at every radius, and a program can switch between them.

The amplitude can be recovered on each type of interval. While u ≠ 0, u'/u = x integrates to

u(r) = u(r₁) exp[∫ x ds], from r₁ to r.

While u' ≠ 0, u''/u' = Qy integrates to

u'(r) = u'(r₁) exp[∫ Qy ds], from r₁ to r,

and then u = y u'. Integrating u and u' directly and dividing afterwards avoids the switching.

**Phase shift for l = 1**

Let V = 0 for r ≥ a, E > 0 and k = √(2E). With z = kr, two exterior solutions are

F(z) = sin z/z − cos z
G(z) = cos z/z + sin z.

For F and G a prime means d/dz. Differentiating gives

F' = cos z/z − sin z/z² + sin z
F'' = 2 sin z/z³ − 2 cos z/z² − sin z/z + cos z = (2/z² − 1)F
G' = −sin z/z − cos z/z² + cos z
G'' = 2 cos z/z³ + 2 sin z/z² − cos z/z − sin z = (2/z² − 1)G.

These are the free radial equations for l = 1. The combination FG' − GF' is constant, by the Wronskian argument above. At large z, F → −cos z, F' → sin z, G → sin z and G' → cos z, so

FG' − GF' = −cos²z − sin²z = −1.

Write u(r)/u(a) = A F(kr) + B G(kr). The value and slope at a, with F and G taken at z = ka, require

A F + B G = 1
k(A F' + B G') = x(a).

To eliminate B, multiply the first line by kG' and the second by G, then subtract:

kA(FG' − GF') = kG' − x(a)G.

To eliminate A, multiply the second line by F and the first by kF', then subtract:

kB(FG' − GF') = x(a)F − kF'.

The bracket equals −1, hence

A = [x(a)G − kG']/k, B = [kF' − x(a)F]/k.

At large r, A F + B G → −A cos kr + B sin kr. Setting A = D cos δ and B = D sin δ turns this into

−D cos(kr + δ) = D sin(kr − π/2 + δ),

so that

tan δ = B/A = [kF' − x(a)F]/[x(a)G − kG'].

Because the overall sign of u is free, x(a) gives δ modulo π. Two limits check part of this formula; neither is sensitive to the sign of the term kG' in the denominator, which rests on the derivation above. With no potential inside, x(a) = kF'/F and δ = 0. With an impenetrable sphere, |x(a)| → ∞ and tan δ = −F/G. If a short-range potential remains outside a, the exterior theorem still holds, and so does the formula for tan δ, provided F and G are replaced by the two solutions in that potential that tend to −cos kr and sin kr at large r. Multiplying both solutions by one common factor leaves tan δ unchanged, but another pair, such as F and G + ½F, in general gives a wrong δ.

The sensitivity to x(a) follows from dA/dx = G/k and dB/dx = −F/k:

dδ/dx = (A dB/dx − B dA/dx)/(A² + B²) = −(AF + BG)/[k(A² + B²)] = −1/[k(A² + B²)].

**Two wells with one exterior**

Take a model with l = 1, a = 2 bohr, E = 0.5 hartree and a square well 4 hartree deep, with V = 0 outside. Inside, u ∝ F(Kr) with

K = √[2(0.5 + 4)] = 3 bohr⁻¹.

At Ka = 6, F = −1.00674 and F' = −0.11163. Therefore

x(a) = K F'/F = 3 × 0.11163/1.00674 = 0.3326 bohr⁻¹,

or 0.629 Å⁻¹. At r = 1 bohr, numerical integration and a central difference give x = −0.5918 bohr⁻¹ and x' = −7.3502 bohr⁻². The two sides of the Riccati equation there are

x' + x² = −7.3502 + 0.3502 = −7.0000 bohr⁻²
Q = 2(−4 − 0.5) + 2/1² = −7 bohr⁻².

A second well is required to have the same x(a). Solving K F'(Ka)/F(Ka) = 0.33263 bohr⁻¹ for a depth between 0 and 1 hartree with a bracketing root finder gives 0.18931 hartree and K = 1.17414 bohr⁻¹. The deep well has a node at 1.4978 bohr, which places the first positive zero of F at z = 3 × 1.4978 = 4.493. In the shallow well z reaches 1.17414 × 2 = 2.348, so its wave has no inner node.

Integrating u'' = Qu outward from r = 0.001 bohr with an adaptive Runge–Kutta method gives these values of u(r)/u(a):

r (bohr): deep; shallow
0.5: −0.5903; 0.1104
1.0: −1.0301; 0.3973
1.5: 0.0064; 0.7431
2.0: 1.0000; 1.0000
3.0: 1.0022; 1.0022
4.0: 0.2949; 0.2949
6.0: −1.0288; −1.0288
8.0: 0.4481; 0.4481

The interiors differ in sign, size and number of nodes, while the exteriors coincide. The l = 1 exterior wave at this energy cannot tell which well is present (other values of l have not been matched), so x(a) does not determine the interior.

For the phase shift, k = 1 bohr⁻¹ and ka = 2, where F = 0.87080, F' = 0.47390, G = 0.70122 and G' = −0.76676. Then

A = 0.33263 × 0.70122 + 0.76676 = 1.0000
B = 0.47390 − 0.33263 × 0.87080 = 0.1842
δ = arctan(0.1842/1.0000) = 0.182 rad, modulo π.

The sensitivity is dδ/dx = −1/(1.0000² + 0.1842²) = −0.97 rad·bohr. An error of 0.01 bohr⁻¹ in x(a) therefore shifts δ by about −0.01 rad.

The Riccati equation reproduces the exterior wave without u. Integrated from 2 to 3 bohr, it gives x = −0.3745 bohr⁻¹ and exp(∫x dr) = 1.0022, the amplitude in the list. Continued with y, it crosses the node at 4.302 bohr and reaches y = 0.8244 bohr at 5 bohr.

A well 1 hartree deep has x(a) = −1.1406 bohr⁻¹. Scaled to one at a, its wave, taken as u₂, and that of the deep well, taken as u₁, have W = −1.1406 − 0.3326 = −1.4732 bohr⁻¹, so their exteriors are not proportional.

**A match at one energy**

At E = 0.7 hartree the deep well has x(a) = −0.0439 bohr⁻¹ and the shallow one 0.0742 bohr⁻¹. Their phase shifts, modulo π, are 0.344 and 0.227 rad. The match made at 0.5 hartree is lost.

The reason follows from differentiating u'' = Qu with respect to E. Let V be independent of E and write u̇ = ∂u/∂E. Since ∂Q/∂E = −2,

u̇'' = Qu̇ − 2u
(u u̇' − u̇ u')' = u u̇'' − u̇ u'' = −2u².

For the regular solution, started as rˡ⁺¹ at every energy, the bracket vanishes at the origin. Integrating to a, and using ∂x/∂E = (u u̇' − u̇ u')/u², gives for u(a) ≠ 0

∂x(a)/∂E = −[2/u(a)²] ∫₀ᵃ u² dr.

The rate at which x(a) falls is set by the norm inside a, relative to u(a)². Between the two energies x(a) falls by 0.377 bohr⁻¹ for the deep well and by 0.258 bohr⁻¹ for the shallow one, so on average over this interval the deep well holds the larger relative norm. An energy-independent pseudopotential that matches both x(a) and this relative norm at the chosen energy also reproduces the first-order change of x(a) with energy. A nonlocal part N̂ is allowed if it is symmetric and confined to r < a, because its extra contribution 2∫₀ᵃ (u N̂u̇ − u̇ N̂u) dr then vanishes. Agreement farther away is not guaranteed and has to be examined by comparing x(a) over the energy range in which the pseudopotential will be used.

All numerical values are calculated from the stated model.
